\section*{Self-consistent stiffness of a solid with spherical pores}

\section*{The problem}

Pores lower the permittivity of an interlayer dielectric and also its stiffness. This problem finds how much stiffness remains in one mean-field model, and which part of the answer belongs to the model rather than to porosity itself.

The solid matrix is homogeneous, isotropic and linearly elastic, with Young modulus $E_0$, Poisson ratio $\nu_0$, bulk modulus $K_0$ and shear modulus $G_0$. It contains empty spherical pores of total volume fraction $p$, whose surfaces carry no traction. The porous solid is isotropic on average, with moduli $E,\nu,K,G$, and is much larger than a pore in every direction. Strains are small, and tensile stress is positive. For either medium,
\begin{equation}
K=\frac{E}{3(1-2\nu)},\qquad G=\frac{E}{2(1+\nu)},\qquad
\frac KG=\frac{2(1+\nu)}{3(1-2\nu)} .
\label{moduli}
\end{equation}
Both $K$ and $G$ are positive when $E>0$ and $-1<\nu<1/2$.

\section*{(a) From pore strain to stiffness}

\textbf{Question.} Express the mean stress $\bar\sigma$ through the mean strain $\bar\varepsilon$ and the deformation of the pores.

\textbf{Solution.} A pore contains no material, but its surface moves, and this motion defines a mean pore strain. With $V_p$ the total pore volume and $n$ the normal pointing from pore to solid,
\begin{equation}
\varepsilon^{\rm pore}_{ij}=\frac1{V_p}\oint_{\rm pores}\tfrac12(u_in_j+u_jn_i)\,dS .
\label{porestrain}
\end{equation}
The mean strain of the whole volume $V$ is the same integral over its outer surface, divided by $V$. In the divergence theorem for the solid part, the pore surfaces enter with normal $-n$, so
\begin{equation}
\frac1V\int_{\rm solid}\varepsilon\,dV=\bar\varepsilon-p\,\varepsilon^{\rm pore}.
\label{solidstrain}
\end{equation}
The mean stress is defined by the tractions $t$ on the outer surface. In equilibrium $\partial_k\sigma_{ik}=0$, hence $\partial_k(\sigma_{ik}x_j)=\sigma_{ij}$. The pore surfaces contribute nothing because they are free of traction, and
\begin{equation}
\bar\sigma_{ij}=\frac1V\oint_{\rm outer}t_ix_j\,dS=\frac1V\int_{\rm solid}\sigma_{ij}\,dV .
\end{equation}
In the solid $\sigma=C_0:\varepsilon$, with $C_0$ the matrix stiffness. Equation (\ref{solidstrain}) then gives
\begin{equation}
\bar\sigma=C_0:(\bar\varepsilon-p\,\varepsilon^{\rm pore}).
\label{average}
\end{equation}
No approximation about the arrangement of the pores has been made. What is missing is the pore strain.

\section*{(b) One cavity under dilatation}

\textbf{Question.} A cavity of radius $a$ lies in an infinite medium $(K,G,\nu)$ whose remote strain is $\varepsilon\,\delta_{ij}$. Find the ratio $P$ of pore strain to remote strain.

\textbf{Solution.} By symmetry the displacement is radial, and equilibrium reads $u''+2u'/r-2u/r^2=0$. Its solutions are $r$ and $r^{-2}$, so $u=\varepsilon r+b/r^2$. The radial stress is
\begin{equation}
\sigma_{rr}=\left(K+\tfrac43G\right)u'+2\left(K-\tfrac23G\right)\frac ur
=3K\varepsilon-\frac{4Gb}{r^3}.
\label{radial}
\end{equation}
In the $b$ term, $u'=-2b/r^3$ and $u/r=b/r^3$: the $K$ parts cancel, and the $G$ parts add to $-\frac83-\frac43=-4$. Zero traction at $r=a$ requires $b=3K\varepsilon a^3/(4G)$. The pore strain is $u(a)/a=\varepsilon+b/a^3$, so with (\ref{moduli})
\begin{equation}
P=1+\frac{3K}{4G}=1+\frac{1+\nu}{2(1-2\nu)}=\frac{3(1-\nu)}{2(1-2\nu)} .
\label{P}
\end{equation}

\section*{(c) One cavity under shear}

\textbf{Question.} The remote strain is now a symmetric traceless tensor $e$. Find the corresponding ratio $Q$.

\textbf{Solution.} Measure lengths in units of $a$, and write $v=ex$, $q=x\cdot ex$ and $H=q/r^5$. Try
\begin{equation}
u=v+A\,w_1+B\,w_2,\quad
w_1=\frac{2(1-2\nu)v}{r^3}+\frac{3xq}{r^5},\quad
w_2=\frac{2v}{r^5}-\frac{5xq}{r^7}.
\label{field}
\end{equation}
Each part must satisfy the Navier equation
\begin{equation}
\nabla^2u+\frac{1}{1-2\nu}\nabla(\nabla\cdot u)=0 .
\end{equation}
The linear field $v$ does, since $\nabla\cdot v={\rm tr}\,e=0$. For a harmonic polynomial $h_l$ of degree $l$,
\begin{equation}
\nabla^2(h_lr^s)=\left[s(s+1)+2sl\right]h_lr^{s-2}.
\end{equation}
With $l=2$, $s=-5$ this shows that $H$ is harmonic. Since $w_2=\nabla H$, both its divergence and its Laplacian vanish. For $w_1$, the case $l=1$, $s=-3$ gives $\nabla^2(v/r^3)=0$, while $\nabla^2(xH)=2\nabla H$. Hence $\nabla^2w_1=6\nabla H$. For the divergence, $\nabla\cdot(v/r^3)=-3H$, and $\nabla\cdot(xH)=3H+x\cdot\nabla H=0$ because $H$ has degree $-3$. Thus $\nabla\cdot w_1=-6(1-2\nu)H$, and the second Navier term is $-6\nabla H$, which cancels the first.

The traction on a sphere follows from Hooke's law with $K-\frac23G=2G\nu/(1-2\nu)$. For a field homogeneous of degree $m$, $x_j\partial_ju_i=mu_i$ and $x_j\partial_iu_j=\partial_i(x\cdot u)-u_i$. Therefore
\begin{equation}
\frac{r\,t}{G}=\frac{2\nu}{1-2\nu}\,x\,\nabla\cdot u+(m-1)u+\nabla(x\cdot u).
\end{equation}
At $r=1$ the three parts give the following.

For $v$: $m=1$ and $x\cdot v=q$, so the result is $\nabla q=2v$.

For $w_1$: $m=-2$ and $x\cdot w_1=(5-4\nu)q/r^3$, so
\begin{align}
\frac tG&=-12\nu\,xq-3\left[2(1-2\nu)v+3xq\right]+(5-4\nu)(2v-3xq)\nonumber\\
&=(4+4\nu)v-24\,xq .
\end{align}

For $w_2$: $m=-4$ and $x\cdot w_2=-3q/r^5$, so
\begin{equation}
\frac tG=-5(2v-5xq)-3(2v-5xq)=-16v+40\,xq .
\end{equation}
The coefficients of $xq$ and of $v$ must vanish separately:
\begin{equation}
-24A+40B=0,\qquad 2+(4+4\nu)A-16B=0 .
\end{equation}
The first gives $B=\frac35A$. The second becomes $2=A\left(\frac{48}5-4-4\nu\right)=A(28-20\nu)/5$, so $A=5/[2(7-5\nu)]$.

On the surface the $xq$ terms of (\ref{field}) have coefficient $3A-5B=0$. The surface displacement is therefore linear in $x$, namely $Qex$ with
\begin{equation}
Q=1+2(1-2\nu)A+2B=1+\frac{16-20\nu}{5}A=1+\frac{8-10\nu}{7-5\nu}
=\frac{15(1-\nu)}{7-5\nu}.
\label{Q}
\end{equation}
For a linear surface displacement, (\ref{porestrain}) returns its gradient, so the pore strain is $Qe$. The sphere deforms into an ellipsoid.

\section*{(d) Closing the equations}

\textbf{Question.} Treat each pore as if it lay alone in the unknown porous medium, with remote strain $\bar\varepsilon$. What equations determine $K$ and $G$?

\textbf{Solution.} This is the self-consistent assumption. It replaces the neighbours of a pore by a uniform medium with the final moduli. The factors $P$ and $Q$ must then be evaluated at the effective $\nu$, not at $\nu_0$. For a dilatation, (\ref{average}) reads $3K\varepsilon=3K_0(\varepsilon-pP\varepsilon)$; for a shear, $2Ge=2G_0(e-pQe)$. Hence
\begin{equation}
\frac K{K_0}=1-pP(\nu),\qquad \frac G{G_0}=1-pQ(\nu).
\label{sc}
\end{equation}
These equations are coupled because $\nu$ depends on $K/G$.

For $p\to0$ the pores are far apart and $\nu\to\nu_0$, so the first-order terms are those of isolated cavities in the matrix. From (\ref{moduli}), $1/E=1/(3G)+1/(9K)$. The relative loss of $E$ is thus a weighted mean of the losses of $G$ and $K$, with weights $E_0/(3G_0)=2(1+\nu_0)/3$ and $E_0/(9K_0)=(1-2\nu_0)/3$:
\begin{align}
\frac E{E_0}&\simeq1-p\left[\frac{10(1+\nu_0)(1-\nu_0)}{7-5\nu_0}+\frac{1-\nu_0}{2}\right]\nonumber\\
&=1-\frac{3(1-\nu_0)(9+5\nu_0)}{2(7-5\nu_0)}\,p .
\label{dilute}
\end{align}

\section*{(e) A matrix with Poisson ratio 0.2}

\textbf{Question.} Solve (\ref{sc}) for $\nu_0=1/5$.

\textbf{Solution.} The ratio $K/G$, and with it $\nu$, stays at its matrix value if $P=Q$. Equating (\ref{P}) and (\ref{Q}) and dividing by $3(1-\nu)$ gives
\begin{equation}
\frac1{2(1-2\nu)}=\frac5{7-5\nu}\;\Rightarrow\;7-5\nu=10-20\nu\;\Rightarrow\;\nu=\frac15 .
\end{equation}
There $P=3(0.8)/[2(0.6)]=2$ and $Q=15(0.8)/6=2$. A matrix with $\nu_0=1/5$ therefore keeps its Poisson ratio as pores are added, and (\ref{sc}) is satisfied by $K/K_0=G/G_0=1-2p$. Since $E=9KG/(3K+G)$ is multiplied by $s$ when $K$ and $G$ are both multiplied by $s$,
\begin{equation}
\boxed{\;\frac E{E_0}=\frac K{K_0}=\frac G{G_0}=1-2p,\qquad \nu=\nu_0=\frac15,\qquad 0\le p<\frac12\;}
\label{line}
\end{equation}
All moduli vanish as $p\to1/2$. In this model each pore strains by $2\bar\varepsilon$, whatever the porosity. At $p=1/2$ the pores account for $p\cdot2\bar\varepsilon=\bar\varepsilon$, the whole mean strain. By (\ref{solidstrain}) the mean strain of the solid is then zero, and so is the mean stress.

\section*{(f) Uniqueness, and other matrices}

\textbf{Question.} Is (\ref{line}) the only solution with positive moduli? Where does stiffness vanish for other values of $\nu_0$, and how?

\textbf{Solution.} Differentiation of (\ref{P}) and (\ref{Q}) gives
\begin{equation}
P'=\frac{3}{2(1-2\nu)^2}>0,\qquad Q'=-\frac{30}{(7-5\nu)^2}<0 .
\end{equation}
The two curves cross at $\nu=1/5$ with value 2, so at every allowed $\nu$ the larger of $P$ and $Q$ is at least 2. Positive moduli need $pP<1$ and $pQ<1$, hence $2p<1$. For $p\ge1/2$ there is no solution with positive moduli, whatever the value of $\nu_0$.

For $0<p<1/2$, divide the two equations (\ref{sc}). A solution is a zero of
\begin{equation}
F(\nu)=h(1-pQ)-(1-pP),\qquad
h(\nu)=\frac{(1+\nu)(1-2\nu_0)}{(1-2\nu)(1+\nu_0)},
\end{equation}
where $h=(K/G)/(K_0/G_0)$ increases with $\nu$. In the interval where both moduli are positive,
\begin{equation}
F'=h'(1-pQ)-phQ'+pP'>0 ,
\end{equation}
so there is at most one zero. The interval contains $\nu=1/5$. At its upper end $pP=1$ while $Q<2$, which makes $F=h(1-pQ)>0$. At its lower end there are two cases. Either $pQ=1$ while $P<2$, so that $F=-(1-pP)<0$; or the end is $\nu=-1$, where $h=0$, $P=1$ and $F=-(1-p)<0$. There is therefore exactly one solution for each $p<1/2$, and for $\nu_0=1/5$ it is (\ref{line}).

As $p\to1/2$, the conditions $P<1/p$ and $Q<1/p$ squeeze the interval onto $\nu=1/5$. Every matrix thus reaches the same threshold with the same limiting Poisson ratio. To find the approach, put $\delta=1-2p$ and $\nu=\frac15+\eta$. With $P'(1/5)=25/6$ and $Q'(1/5)=-5/6$, to first order
\begin{equation}
\frac K{K_0}\simeq\delta-\frac{25}{12}\eta,\qquad
\frac G{G_0}\simeq\delta+\frac5{12}\eta .
\end{equation}
Their ratio must equal $c=h(1/5)=2(1-2\nu_0)/(1+\nu_0)$. Hence
\begin{equation}
\eta=\frac{12(1-c)}{25+5c}\,\delta,\qquad
\frac G{G_0}\simeq\left[1+\frac{1-c}{5+c}\right]\delta=\frac{6}{5+c}\,\delta .
\end{equation}
Now $E/E_0=(G/G_0)(1+\nu)/(1+\nu_0)$, with $1+\nu\to6/5$, and $5+c=(7+\nu_0)/(1+\nu_0)$. The result is
\begin{equation}
\frac E{E_0}\simeq\frac{36}{5(7+\nu_0)}\,(1-2p),\qquad p\to\tfrac12 .
\label{critical}
\end{equation}
At $p=0.4999$, where $1-2p=0.0002$, this gives $0.000206$ for $\nu_0=0$ and $0.000193$ for $\nu_0=0.45$. The numerical solutions of the full equations, listed in the output, agree to these digits.

The line (\ref{line}) also gives $E/E_0$ to within about 3\% for $0\le\nu_0\le0.4$, although not for strongly negative $\nu_0$. For $\nu_0=0.3$ the initial slope in (\ref{dilute}) is $-2.005$, and the prefactor in (\ref{critical}) is 0.986. At $p=0.3$ the numerical solution is $E/E_0=0.398$, against 0.4 from the line. The Poisson ratio has meanwhile moved from 0.3 to 0.252, so a nearly straight line for $E$ does not imply a constant $\nu$.

\section*{(g) Is the threshold a property of porosity?}

\textbf{Question.} Keep $\nu_0=1/5$, but place each pore in the matrix material, with the mean strain of the matrix, $\varepsilon_m$, as remote strain. What changes? Compare with a hollow sphere, which can be solved without a closure.

\textbf{Solution.} This alternative is the Mori--Tanaka assumption. The pore strain is now $2\varepsilon_m$ rather than $2\bar\varepsilon$. The averages are
\begin{equation}
\bar\varepsilon=(1-p)\varepsilon_m+2p\,\varepsilon_m=(1+p)\varepsilon_m,\qquad
\bar\sigma=(1-p)\,C_0:\varepsilon_m ,
\end{equation}
and elimination of $\varepsilon_m$ gives
\begin{equation}
\frac E{E_0}=\frac{1-p}{1+p},\qquad
\frac{1-p}{1+p}-(1-2p)=\frac{2p^2}{1+p}.
\label{mt}
\end{equation}
The two models agree to first order in $p$ and differ from second order on. A single cavity fixes only the first-order term, and neither model computes the interaction between pores. The second model has no threshold below $p=1$. For $\nu_0=1/5$ the surrounding medium makes no difference, because $P$ and $Q$ depend only on $\nu$ and equal 2 in the matrix and in the porous medium alike. The two results differ only in the remote strain: isolated cavities in the matrix with remote strain $\bar\varepsilon$ also give $1-2p$. The loss of stiffness at half porosity therefore comes from taking $\bar\varepsilon$ as the strain each pore feels. Self-consistency adds that the threshold is $1/2$ for every $\nu_0$; with $P$ and $Q$ fixed at their matrix values it would be $1/\max(P,Q)$, which is 0.381 for $\nu_0=0.3$.

Now take a sphere of outer radius 1 with a concentric cavity of radius $a$, where $a^3=p$, under uniform radial load. Let $\alpha$ be the coefficient of $r$ in $u=\alpha r+b/r^2$. For $\nu_0=1/5$, equation (\ref{moduli}) gives $3K_0=4G_0$, so the free inner surface requires $b=\alpha p$. At the outer surface the strain is $u(1)=\alpha(1+p)$, and by (\ref{radial}) the stress is $3K_0\alpha-4G_0\alpha p=3K_0\alpha(1-p)$. Thus
\begin{equation}
\frac K{K_0}=\frac{1-p}{1+p},\qquad
\frac{\varepsilon^{\rm pore}}{\bar\varepsilon}=\frac{\alpha+b/a^3}{\alpha(1+p)}=\frac2{1+p}.
\end{equation}
At $p=1/2$ the sphere retains one third of $K_0$, and its pore strain is 1.33 times the mean strain, not twice. Half porosity alone does not remove resistance to compression. This body is a single sphere under one kind of load, so it says nothing about shear or about a particular film. By contrast, a solid cut in two by a thin empty slit offers no resistance to a pull across the slit, however small its porosity. Porosity without the arrangement of the solid therefore cannot fix the threshold.

\section*{(h) A porous film}

\textbf{Question.} A model film has $E_0=10$ GPa, $\nu_0=0.2$ and $p=0.3$. Find its self-consistent moduli, including those for equal biaxial strain and for plane strain, and judge how far they depend on the closure.

\textbf{Solution.} The film must be much thicker than a pore, since the derivation places each pore in an unbounded medium. The matrix moduli are
\begin{equation}
K_0=\frac{10}{3(0.6)}=5.56\ {\rm GPa},\qquad G_0=\frac{10}{2(1.2)}=4.17\ {\rm GPa}.
\end{equation}
The factor $1-2p=0.4$ multiplies each of them:
\begin{equation}
K=2.22\ {\rm GPa},\qquad G=1.67\ {\rm GPa},\qquad E=4.00\ {\rm GPa}.
\end{equation}
In atomic units $E=1.36\times10^{-4}$ hartree/bohr$^3$.

The top face of a film is free, so $\sigma_{zz}=0$. If the substrate imposes equal strains along $x$ and $y$, then $\varepsilon_{xx}=(\sigma_{xx}-\nu\sigma_{xx})/E$. If it imposes strain along $x$ alone, $\varepsilon_{yy}=0$ requires $\sigma_{yy}=\nu\sigma_{xx}$, and $\varepsilon_{xx}=(1-\nu^2)\sigma_{xx}/E$. The two ratios of stress to strain are
\begin{equation}
\frac E{1-\nu}=\frac{4.00}{0.8}=5.00\ {\rm GPa},\qquad
\frac E{1-\nu^2}=\frac{4.00}{0.96}=4.17\ {\rm GPa}.
\end{equation}
Because $\nu$ is unchanged, both are also 0.4 times their values for the dense film. At fixed misfit strain, the biaxial film stress falls by the same factor.

The Mori--Tanaka value at this porosity is $10(0.7/1.3)=5.38$ GPa. The self-consistent value lies 26\% below it, relative to the Mori--Tanaka value. At $p=0.05$ the two ratios $E/E_0$ are 0.900 and 0.905; at $p=0.45$ they are 0.100 and 0.379. The choice of closure hardly matters at the lowest of these porosities and dominates the prediction near one half. The difference compares two models and is not an error bar for a real film. The Mori--Tanaka value coincides with the Hashin--Shtrikman upper bound for an isotropic porous solid of this matrix, while the self-consistent value is not a bound. In a real film the shape, size distribution and connection of the pores also enter, and $p$ and $\nu_0$ alone do not describe them. The traction-free pore surface is a further limit. If the surface carries an elastic stress $K_s\,u(a)/a$, the free-surface condition gains a term of relative size $2K_s/(4G_0a)$. For an illustrative $K_s=\pm1$ N/m and $a=1$ nm, the hollow sphere of part (g) at $p=0.3$ moves from $K/K_0=0.54$ to 0.62 or 0.45. For pores of nanometre radius the results above are therefore only a first estimate.

\section*{Computed values}
\begin{verbatim}
pore strain factors at nu = 0.2: P = 2.000000, Q = 2.000000
smallest max(P,Q) on grid = 2.000000 at nu = 0.200
matrix nu0 = 0.2: p, E/E0 self-consistent, nu, E/E0 Mori-Tanaka
  0.05  0.900000  0.200000  0.904762
  0.10  0.800000  0.200000  0.818182
  0.20  0.600000  0.200000  0.666667
  0.30  0.400000  0.200000  0.538462
  0.40  0.200000  0.200000  0.428571
  0.45  0.100000  0.200000  0.379310
  0.49  0.020000  0.200000  0.342282
hollow sphere, nu0 = 0.2: p, K/K0, pore strain / mean strain
  0.10  0.818182  1.818182
  0.30  0.538462  1.538462
  0.50  0.333333  1.333333
  0.70  0.176471  1.176471
near threshold: nu0, p, E/E0, effective nu
  0.00  0.4900  0.020579  0.193218
  0.00  0.4999  0.000206  0.199931
  0.10  0.4900  0.020279  0.196662
  0.10  0.4999  0.000203  0.199966
  0.30  0.4900  0.019741  0.203244
  0.30  0.4999  0.000197  0.200033
  0.45  0.4900  0.019385  0.207954
  0.45  0.4999  0.000193  0.200081
example matrix: E0 = 10.000 GPa, nu0 = 0.20, p = 0.30
matrix K0 = 5.5556 GPa, G0 = 4.1667 GPa
film K = 2.2222 GPa, G = 1.6667 GPa
film E = 4.0000 GPa, nu = 0.2000
film E = 1.3596e-04 hartree/bohr^3
film biaxial modulus = 5.0000 GPa
film plane-strain modulus = 4.1667 GPa
Mori-Tanaka E at same p = 5.3846 GPa
nu0 = 0.30, p = 0.30: E/E0 = 0.398342, nu = 0.252041
\end{verbatim}
